# Counting Lopez Sancho decimation steps for a chain lead

## Problem

A lead is modelled as a semi-infinite chain of sites $j=0,1,2,\ldots$, with one orbital per site, site energy zero, nearest-neighbour hopping $t>0$ and spacing $a$. Its surface Green function $g$ is the element of $(z-H)^{-1}$ on the end site $j=0$, at $z=E+i\eta$ with $\eta>0$. Lopez Sancho decimation computes $g$ by repeatedly eliminating every second site.

(a) At band centre, $E=0$, how many steps $n$ bring the relative error of $g$ below $\delta$, and how does this number change as $\eta$ is reduced?

(b) Evaluate it for $t=1$ eV, $a=0.3$ nm, $\eta=1$ meV and $\delta=10^{-6}$.

(c) What changes at a band edge and outside the band?

## Solution

### One step doubles the chain

Let $G_j$ be the Green function from site 0 to site $j$. The equations $(z-H)G=1$ have the form

$$w_sG_0-AG_1=1,\qquad wG_j=A(G_{j-1}+G_{j+1})\quad(j\ge1),$$

with initial values $w_s=w=z$ and $A=t$. The odd sites are eliminated through $G_1=(A/w)(G_0+G_2)$ and its analogues further along. For the end site this gives

$$\left(w_s-\frac{A^2}{w}\right)G_0-\frac{A^2}{w}G_2=1.$$

An even interior site has two eliminated neighbours, so

$$\left(w-\frac{2A^2}{w}\right)G_j=\frac{A^2}{w}(G_{j-2}+G_{j+2}).$$

The form is unchanged, with new parameters

$$A'=\frac{A^2}{w},\qquad w'=w-\frac{2A^2}{w},\qquad w_s'=w_s-\frac{A^2}{w}.$$

The distance between retained sites has doubled. After $n$ steps the end site is coupled to site $N=2^n$:

$$w_{s,n}G_0-A_nG_N=1.$$

This relation uses the original equations of sites $0,\ldots,N-1$ and no others. Dropping the last coupling is the same as setting $G_N=0$, which is a hard wall at site $N$. Thus $1/w_{s,n}$ is the end Green function of a finite chain of $N=2^n$ sites.

### The truncation error

Write $z=t(\lambda+1/\lambda)$ with $|\lambda|<1$. The interior equation is solved by $\lambda^j$ and $\lambda^{-j}$, and the combination that vanishes at site $N$ is

$$G_j=C(\lambda^{j-N}-\lambda^{N-j}).$$

To fix $C$, continue this expression to $j=-1$. There $zG_0=t(G_1+G_{-1})$, so the end equation $zG_0-tG_1=1$ becomes $tG_{-1}=1$. Hence $C=1/[t(\lambda^{-N-1}-\lambda^{N+1})]$ and

$$G_0^{(N)}=\frac1t\,\frac{\lambda^{-N}-\lambda^N}{\lambda^{-N-1}-\lambda^{N+1}}
=\frac{\lambda}{t}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},$$

where the last form follows on multiplying numerator and denominator by $\lambda^{N+1}$. As $N\to\infty$ this tends to $g=\lambda/t$. The relative error is

$$\frac{G_0^{(N)}}{g}-1=\frac{(1-\lambda^{2N})-(1-\lambda^{2N+2})}{1-\lambda^{2N+2}}
=-\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}}.$$

The factor $\lambda^{2N}$ describes a wave that travels to the artificial far end and back.

### Band centre

At $z=i\eta$ set $\lambda=-ie^{-\kappa}$. Then

$$\lambda+\frac1\lambda=-ie^{-\kappa}+ie^{\kappa}=2i\sinh\kappa,
\qquad\text{so}\qquad \sinh\kappa=\frac{\eta}{2t}.$$

For $\eta\ll t$ the decay per site is $\kappa\simeq\eta/2t$. Let $q=e^{-2\kappa}$, so that $\lambda^2=-q$. For $n\ge1$, $N$ is even, which gives $\lambda^{2N}=q^N$ and $\lambda^{2N+2}=-q^{N+1}$. The size of the relative error is therefore

$$\delta_n=\frac{q^N(1+q)}{1+q^{N+1}}=\frac{1+q}{e^{2\kappa N}+q}.$$

As $\eta\to0$ at any fixed $n\ge1$, $q\to1$ and $\delta_n\to1$: without absorption the far end is never hidden. At $\eta=0$ exactly, the first decimation step would divide by zero. With absorption, $\delta_n\le\delta$ requires

$$e^{2\kappa N}\ge\frac{1+q}{\delta}-q.$$

For $\eta\ll t$ and $\delta\ll1$ we may put $q\simeq1$, neglect the last term and use $2\kappa\simeq\eta/t$. The required length is

$$N\gtrsim\frac t\eta\ln\frac2\delta .$$

Since $N=2^n$, the answer to (a) is

$$n\simeq\left\lceil\log_2\frac t\eta+\log_2\ln\frac2\delta\right\rceil .$$

The brackets mean rounding up. The required length is proportional to $1/\eta$, while each step doubles the length supplied. At fixed $\delta$, halving $\eta$ therefore costs one more step. The tolerance enters only through the logarithm of a logarithm.

### Numbers

For part (b), $\log_2(1000)=9.966$ and $\log_2\ln(2\times10^6)=3.859$. Their sum is 13.82, so 14 steps are needed. They represent $2^{14}=16384$ sites, or $16384\times0.3$ nm $=4.9$ µm.

The error formula gives 0.23 at $n=11$, 0.033 at $n=12$, $5.5\times10^{-4}$ at $n=13$ and $1.5\times10^{-7}$ at $n=14$. The early steps seem to achieve little because the chain is still shorter than the absorption length. Later $\delta_n\simeq2e^{-2\kappa N}$, and doubling $N$ gives $\delta_{n+1}\simeq\delta_n^2/2$.

Growing the chain by one site at a time, through $G^{(N+1)}=1/(z-t^2G^{(N)})$, takes 14509 sites to reach the same tolerance.

In the table, $t=1$ eV and $\delta=10^{-6}$ are held fixed. The last column was found by running the recursion in 160-digit arithmetic and comparing each result with $\lambda/t$.

| $\eta$ (eV) | Estimate before rounding | Steps needed |
|---:|---:|---:|
| $10^{-1}$ | 7.18 | 8 |
| $10^{-2}$ | 10.50 | 11 |
| $10^{-3}$ | 13.82 | 14 |
| $10^{-4}$ | 17.15 | 18 |
| $10^{-5}$ | 20.47 | 21 |
| $10^{-6}$ | 23.79 | 24 |

Each decade adds $\log_2 10\simeq3.32$ to the estimate, which appears as three or four whole steps.

### Stopping on the hopping

A calculation may stop when $|A_n|\le\tau t$ instead of measuring the error. To relate the two criteria, let $x=w/A$. The recursion gives $x'=x^2-2$ and $A'=A/x$. Since $x_0=\lambda+\lambda^{-1}$, it follows that $x_n=\lambda^N+\lambda^{-N}$. Repeated use of $(\lambda^{-M}-\lambda^M)(\lambda^{-M}+\lambda^M)=\lambda^{-2M}-\lambda^{2M}$ then yields

$$A_n=t\,\frac{\lambda^{-1}-\lambda}{\lambda^{-N}-\lambda^N},
\qquad |A_n|=t\,\frac{\cosh\kappa}{\sinh\kappa N},$$

the second form holding at band centre for $n\ge1$. Near convergence $|A_n|/t\simeq2e^{-\kappa N}$, so $\delta_n\simeq\tfrac12(|A_n|/t)^2$. The hopping measures one passage along the chain, whereas the error measures a round trip.

For small $\eta$, the hopping criterion requires $N\gtrsim(2t/\eta)\,\mathrm{arsinh}(1/\tau)$. With $\tau=10^{-6}$ this gives 14.82 before rounding, hence 15 steps: one more than the error criterion with $\delta=10^{-6}$. The hopping first rises, with $|A_1|=t^2/\eta=1000$ eV here. That rise is part of the correct recursion and does not signal divergence.

### Band edge and gap

Inside the band put $E=2t\cos k$. A small imaginary energy gives $k$ an imaginary part of size $\eta/(2t|\sin k|)$, so the $\log_2(t/\eta)$ growth survives at fixed $k$. The expansion fails where $\sin k\to0$.

At the upper edge, $z=2t+i\eta$, write $\lambda=e^{-s}$. Then $2\cosh s=2+i\eta/t$, and expansion to second order gives

$$s^2\simeq\frac{i\eta}{t},\qquad \mathrm{Re}\,s\simeq\sqrt{\frac{\eta}{2t}} .$$

For $\delta\ll|s|$, the error is approximately $2|s|e^{-2N\mathrm{Re}\,s}$. Hence

$$N\simeq\frac{\ln(2|s|/\delta)}{2\,\mathrm{Re}\,s},$$

and the leading growth of $n$ is $\tfrac12\log_2(t/\eta)$, with a slow correction from the logarithm. This holds only while $\eta\gg\delta^2t$, which is the condition $\delta\ll|s|$. At $\eta=0$ the edge error is $1/(N+1)$, so for still smaller $\eta$ the count levels off near $\log_2(1/\delta)$, or 20 steps for $\delta=10^{-6}$. Outside the band $|\lambda|<1$ even at $\eta=0$, so the count saturates there too.

For $\eta=1$ meV and $\delta=10^{-6}$, direct decimation needs 8 steps at $E=2t$ and 4 at $E=2.2t$. To expose the growth laws, hold $\delta=10^{-30}$ and reduce $\eta$ from 1 meV by a factor $2^{16}$. The count rises by 16 at the centre, by 8 at the edge and by 0 at $E=2.2t$. This answers (c).

### Rounding at band centre

The step law assumes that rounding is negligible. At $E=0$ the first step divides by $i\eta$, and

$$x_1=x_0^2-2=-2-\left(\frac\eta t\right)^2 .$$

The information about absorption is a small addition to 2. A relative rounding error $\epsilon$ changes $\kappa^2$ by order $\epsilon$, and so changes $\kappa$ by order $\epsilon/\kappa$. In the renormalised lead $G_2=\lambda^2G_0$, hence $1/g=w_{s,1}-A_1\lambda^2$. The large hopping $A_1\sim t^2/\eta$ amplifies the error in $\lambda^2$, leaving a relative error in $g$ of order $\epsilon(t/\eta)^2$.

In double precision, the largest error among 40 values of $\eta$ between $10^{-5}$ and $1.5\times10^{-5}$ eV was $1.4\times10^{-6}$. Between $10^{-6}$ and $1.5\times10^{-6}$ eV it was $9.3\times10^{-5}$. The last two rows of the table therefore do not guarantee an accuracy of $10^{-6}$ in ordinary scalar arithmetic, and further steps do not restore the lost digits. The loss is not peculiar to $E=0$. At $E=\sqrt2\,t$, $x_1=x_0^2-2$ is nearly zero, so the second step divides by a small number, and in the smaller-$\eta$ range the scalar error reaches about $10^{-5}$ there as well.

Decimating layers of two sites helps. An isolated pair has levels $\pm t$, so its first inversion at $E=0$ is not nearly singular. For the same 40 values in the smaller-$\eta$ range, the largest error fell to $2.4\times10^{-11}$.

### What the count means for a real lead

The hopping of 1 eV and the spacing of 0.3 nm are round illustrative values, not parameters fitted to a particular metal wire. The chain also has a single channel, whereas a real lead has several, each with its own decay per layer; the counts below are those of the one-channel model. The imaginary energy acts as uniform absorption. The density decays over $a/(2\kappa)=300$ nm, with lifetime $\hbar/(2\eta)=0.33$ ps. If $\eta$ is instead chosen to represent a rough mean free path of 30 nm, then $\eta\simeq ta/(30\ \mathrm{nm})=10$ meV and the count falls to 11. At $\eta=1$ meV, moving $5k_BT=0.13$ eV from band centre at 300 K leaves it at 14. At band centre the assumption of equal bonds matters more, since a half-filled chain can lower its energy by alternating them. Bonds of 1.05 and 0.95 eV, with the stronger bond at the end, open a 0.20 eV gap at band centre. With two-site layers and a hopping tolerance of $10^{-6}t$, the count is then 8, against 14 for equal bonds, and it stays at 8 when $\eta$ is reduced to 1 µeV. This independence of $\eta$ is confined to the gap. At $E=0.13$ eV, outside it, the count again grows as $\eta$ is reduced: 14, 17, 20 and 24 steps for $\eta=10^{-3}$, $10^{-4}$, $10^{-5}$ and $10^{-6}$ eV, against 14, 18, 21 and 24 for equal bonds. With equal bonds at $E=0$, adding a second-neighbour hopping of 0.1 eV leaves 14 under the same hopping criterion.

The choice of $\delta$ also depends on the purpose. Relative to its value at $\eta\to0$, $g$ is shifted by $1-e^{-\kappa}\simeq\eta/2t=5.0\times10^{-4}$. If the undamped lead is the target, 13 steps already reduce the truncation error to a similar size. The two errors add, giving $1.05\times10^{-3}$ in total, and a fourteenth step leaves only the shift of $5.0\times10^{-4}$. Beyond that, more steps at the same $\eta$ do not by themselves reduce the total error. Reducing $\eta$ lowers the shift, and the number of steps then grows as $\log_2(t/\eta)$, with a slow correction because $\delta$ must shrink along with $\eta$. If $\eta$ represents a chosen physical absorption, the 14-step result has the stated accuracy for that damped model.
